# Why half-step-shifted k-meshes break threefold symmetry in hexagonal monolayers: a numerical check

```python
"""
Result under test: on a hexagonal lattice an N x N k-mesh shifted by half a step
is not invariant under a 120-degree turn. It can split equivalent bond orders,
self-consistent M-point gaps and the two principal mobilities of a monolayer.
Only zero shift and two shifts by thirds keep the threefold symmetry.

Model: two-band honeycomb lattice, lattice constant LATT (angstrom), hopping HOP
(eV), gap GAP (eV), bond orders P_j per spin, exchange strength V_EX (eV).
Fractional k = (x, y) means x*b1 + y*b2. Energies in eV, lengths in angstrom.
Mobility uses a relaxation time TAU and Fermi-Dirac occupation at fixed density.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

LATT, HOP, GAP, V_EX = 3.2, 1.3, 1.7, 1.0
TAU, DENSITY_CM2, TEMP = 20e-15, 5e12, 300.0
KB = const.k / const.e
HB2M = const.hbar**2 / (const.m_e * const.e) * 1e20      # eV angstrom^2
A = LATT * np.array([[np.sqrt(3) / 2, 0.5], [np.sqrt(3) / 2, -0.5]])
B = 2 * np.pi * np.linalg.inv(A).T
AREA = abs(np.linalg.det(A))
GAMMA, HALF, THIRD = (0.0, 0.0), (0.5, 0.5), (1 / 3, 2 / 3)


# ---------- mesh symmetry, in exact integers (unit 1/(6N)) ----------
def turn(degrees):
    c, s = np.cos(np.radians(degrees)), np.sin(np.radians(degrees))
    return np.array([[c, -s], [s, c]])


def fractional_op(direct, cart):
    recip = 2 * np.pi * np.linalg.inv(direct).T
    w = recip @ cart.T @ np.linalg.inv(recip)
    assert np.allclose(w, np.rint(w), atol=1e-9)
    return np.rint(w).astype(int)


def integer_mesh(n, p, q):
    return np.array([((6 * i + p) % (6 * n), (6 * j + q) % (6 * n))
                     for i in range(n) for j in range(n)])


def as_set(points):
    return set(map(tuple, points.tolist()))


def keeps(points, w, n):
    return as_set((points @ w) % (6 * n)) == as_set(points)


def invariant_shifts(direct, degrees, n):
    w = fractional_op(direct, turn(degrees))
    return {(p, q) for p in range(6) for q in range(6)
            if keeps(integer_mesh(n, p, q), w, n)}


A_OBTUSE = LATT * np.array([[1.0, 0.0], [-0.5, np.sqrt(3) / 2]])
for n in (4, 5):
    assert invariant_shifts(A, 120, n) == {(0, 0), (2, 4), (4, 2)}
    assert invariant_shifts(A_OBTUSE, 120, n) == {(0, 0), (2, 2), (4, 4)}
    assert (3, 3) in invariant_shifts(np.eye(2), 90, n)
w3 = fractional_op(A, turn(120))
half_vectors = {(3, 0), (0, 3), (3, 3)}
assert {tuple((np.array(s) @ w3) % 6) for s in half_vectors} == half_vectors
assert all(tuple((np.array(s) @ w3) % 6) != s for s in half_vectors)

for n in range(2, 25):
    pts = as_set(integer_mesh(n, 3, 3))
    assert not pts & {(0, 0), (2 * n, 4 * n), (4 * n, 2 * n)}
    m_found = pts & {(3 * n, 0), (0, 3 * n), (3 * n, 3 * n)}
    assert len(m_found) == n % 2
    original = {(3 * (2 * r - n - 1)) % (6 * n) for r in range(1, n + 1)}
    offset = 3 if n % 2 == 0 else 0
    assert original == {x for x, _ in as_set(integer_mesh(n, offset, offset))}

mirror = np.diag([1.0, -1.0])
GROUP = [fractional_op(A, turn(60 * j) @ m)
         for j in range(6) for m in (np.eye(2), mirror)]


def inequivalent(n, p, q):
    pts = integer_mesh(n, p, q)
    ops = [w for w in GROUP if keeps(pts, w, n)]
    orbits = {min(tuple(((pt @ w) % (6 * n)).tolist()) for w in ops)
              for pt in pts}
    return len(orbits), len(ops)


# ---------- filled valence band: energy and bond orders ----------
def mesh(n, shift):
    i = np.arange(n)
    x, y = np.meshgrid(i + shift[0], i + shift[1], indexing="ij")
    return np.stack([x.ravel(), y.ravel()], axis=1) / n


def phases(frac):
    return np.stack([np.ones(len(frac)), np.exp(-2j * np.pi * frac[:, 0]),
                     np.exp(-2j * np.pi * frac[:, 1])])


def energy(n, shift, hops=(HOP,) * 3):
    f = np.array(hops) @ phases(mesh(n, shift))
    return -2 * np.mean(np.sqrt((GAP / 2)**2 + abs(f)**2))   # both spins


def bond_field(frac, hops):
    ph = phases(frac)
    f = np.array(hops) @ ph
    return 0.5 * np.real(f.conj() * ph) / np.sqrt((GAP / 2)**2 + abs(f)**2)


def bonds(n, shift, hops=(HOP,) * 3):
    return bond_field(mesh(n, shift), hops).mean(axis=1)


# bond-order formula against explicit diagonalization, unequal hoppings
test_hops = np.array([1.2, 1.35, 1.5])
ph = phases(mesh(5, HALF))
ham = np.zeros((ph.shape[1], 2, 2), complex)
ham[:, 0, 0], ham[:, 1, 1] = GAP / 2, -GAP / 2
ham[:, 0, 1] = -(test_hops @ ph)
ham[:, 1, 0] = ham[:, 0, 1].conj()
low = np.linalg.eigh(ham)[1][:, :, 0]
direct_p = np.real(low[:, 0].conj() * ph * low[:, 1]).mean(axis=1)
assert np.allclose(direct_p, bonds(5, HALF, test_hops), atol=1e-12)

e_ref = energy(240, GAMMA)
for n in (4, 7):
    union = (4 * energy(2 * n, GAMMA) - energy(n, GAMMA)) / 3
    assert abs(energy(n, HALF) - union) < 1e-11
err12 = [energy(12, s) - e_ref for s in (GAMMA, HALF, THIRD)]
ratio_half, ratio_third = err12[1] / err12[0], err12[2] / err12[0]
assert abs(ratio_half + 1 / 3) < 0.02
assert abs(ratio_third + 1 / 2) < 0.05       # next shell is not quite negligible
err6 = [energy(6, s) - e_ref for s in (GAMMA, HALF, THIRD)]
err9 = energy(9, GAMMA) - e_ref
count_g6, count_h6, count_g9 = (inequivalent(6, 0, 0), inequivalent(6, 3, 3),
                                inequivalent(9, 0, 0))
assert count_g6[1] == 12 and count_h6[1] == 4
assert count_g9[0] <= count_h6[0] and abs(err9) < abs(err6[1])

# leading aliased shell predicts the bond splitting
dense = mesh(120, GAMMA)
field = bond_field(dense, (HOP,) * 3)[0]
coef_across = np.mean(field * np.cos(2 * np.pi * 8 * (dense[:, 0] - dense[:, 1])))
coef_oblique = np.mean(field * np.cos(2 * np.pi * 8 * dense[:, 0]))
p8 = bonds(8, HALF)
split_predicted = 4 * (coef_across - coef_oblique)
assert abs(split_predicted / (p8[0] - p8[1]) - 1) < 0.05
assert abs(p8[1] - p8[2]) < 1e-12
for s in (GAMMA, THIRD):
    assert np.ptp(bonds(8, s)) < 1e-12

# ---------- exchange feeds the broken bond orders back ----------
p_ref = bonds(240, GAMMA).mean()
BARE = HOP - V_EX * p_ref


def self_consistent(n, shift):
    hops = np.full(3, HOP)
    for _ in range(500):
        new = BARE + V_EX * bonds(n, shift, hops)
        if np.max(abs(new - hops)) < 1e-13:
            return new
        hops = new
    raise RuntimeError("no self-consistency")


def m_gaps(hops):
    m_points = np.array([[0.5, 0.0], [0.0, 0.5], [0.5, 0.5]])
    return 2 * np.sqrt((GAP / 2)**2 + abs(hops @ phases(m_points))**2)


for n in (4, 8):
    hops = self_consistent(n, HALF)
    first = bonds(n, HALF)
    assert abs(hops[0] - hops[1]) > V_EX * abs(first[0] - first[1])
    assert np.ptp(m_gaps(self_consistent(n, GAMMA))) < 1e-10
hops4 = self_consistent(4, HALF)
first4 = bonds(4, HALF)
assert np.ptp(m_gaps(hops4)) > 1e-3


# ---------- mobility tensor of the electron channel ----------
def conduction(k, t2=0.0, lam=0.0, spin=1):
    d1, d2 = k @ A[0], k @ A[1]
    f = HOP * (1 + np.exp(-1j * d1) + np.exp(-1j * d2))
    second = 2 * (np.cos(d1) + np.cos(d2) + np.cos(d1 - d2)) + 3
    odd = 2 / (3 * np.sqrt(3)) * (np.sin(d1) - np.sin(d2) - np.sin(d1 - d2))
    return (np.sqrt((GAP / 2)**2 + abs(f)**2) + t2 * second
            + spin * lam / 2 * odd)


def transport(n, shift, temp=TEMP, t2=0.0, lam=0.0, power=0, sigma=0.0,
              density=DENSITY_CM2):
    k, kt, h = mesh(n, shift) @ B, KB * temp, 1e-4
    en, vel = [], []
    for spin in (1, -1):
        en.append(conduction(k, t2, lam, spin))
        vel.append([(conduction(k + h * u, t2, lam, spin)
                     - conduction(k - h * u, t2, lam, spin)) / (2 * h)
                    for u in np.eye(2)])
    en, vel = np.concatenate(en), np.concatenate(vel, axis=1)
    edge = GAP / 2 - lam / 2
    nodes, weights = np.array([0.0]), np.array([1.0])
    if sigma > 0:
        nodes, weights = np.polynomial.hermite.hermgauss(9)
        weights = weights / np.sqrt(np.pi)
    levels = en[None, :] + np.sqrt(2) * sigma * nodes[:, None]
    target = density * 1e-16 * AREA / 2

    def excess(mu):
        return np.mean(weights @ expit((mu - levels) / kt)) - target

    mu = brentq(excess, edge - 1, edge + 1, xtol=1e-13)
    arg = (mu - levels) / kt
    window = weights @ (expit(arg) * expit(-arg)) / kt
    window = window * (np.maximum(en - edge, 0) / kt)**power
    inverse_mass = (vel * window) @ vel.T / len(en) / target
    unit = const.e * TAU / const.m_e * 1e4
    return unit * inverse_mass / HB2M, mu - edge


def split(tensor):
    return (tensor[0, 0] - tensor[1, 1]) / (np.trace(tensor) / 2)


ref, mu_ref = transport(120, GAMMA)
mob_ref = np.trace(ref) / 2
# same mobility from the occupied-state average of the inverse mass
kd, step = mesh(120, GAMMA) @ B, 1e-3
ux = np.array([step, 0.0])
curv = (conduction(kd + ux) - 2 * conduction(kd) + conduction(kd - ux)) / step**2
occ = expit((mu_ref + GAP / 2 - conduction(kd)) / (KB * TEMP))
by_parts = (const.e * TAU / const.m_e * 1e4 * np.sum(occ * curv)
            / np.sum(occ) / HB2M)
assert abs(by_parts / mob_ref - 1) < 1e-4

k_valley = np.array([[1 / 3, 2 / 3]]) @ B
curv_k = (conduction(k_valley + ux) - 2 * conduction(k_valley)
          + conduction(k_valley - ux))[0] / step**2
mass = HB2M / curv_k
mass_formula = HB2M * 2 * GAP / (3 * LATT**2 * HOP**2)
assert abs(mass / mass_formula - 1) < 1e-4

sizes = (12, 18, 24, 30, 36, 48)
mob_g = {n: transport(n, GAMMA)[0] for n in sizes}
mob_h = {n: transport(n, HALF)[0] for n in sizes}
mob_t = transport(18, THIRD)[0]
assert all(abs(split(m)) < 1e-6 for m in mob_g.values())
assert abs(split(mob_t)) < 1e-6
assert abs(split(mob_h[12])) > abs(split(mob_h[18])) > abs(split(mob_h[48]))
assert abs(split(mob_h[18])) > 0.05
assert abs(split(mob_h[48])) < 0.01
assert abs(mob_g[12][0, 0] / mob_ref - 1) > 0.5
three = sum(transport(18, s)[0] for s in ((0.5, 0), (0, 0.5), HALF)) / 3
assert np.allclose(three, np.trace(mob_h[18]) / 2 * np.eye(2), rtol=1e-6, atol=1e-5)

# the small splitting at N=24 is an accident of the carrier density
DILUTE_CM2 = 1e10
dilute24 = split(transport(24, HALF, density=DILUTE_CM2)[0])
assert abs(dilute24) > 0.05
assert abs(split(mob_h[24])) < abs(dilute24) / 2

cold = {n: split(transport(n, HALF, temp=77.0)[0]) for n in (18, 24, 48)}
assert abs(cold[18]) > abs(split(mob_h[18]))
broad = const.hbar / (2 * TAU) / const.e
variants = {"second-neighbour hopping 0.1 eV": dict(t2=0.1),
            "spin splitting 0.003 eV": dict(lam=0.003),
            "scattering time ~ energy": dict(power=1),
            "collision broadening": dict(sigma=broad)}
SIDE_VALLEY = 0.15
side_share = 3 * np.exp(-SIDE_VALLEY / (KB * TEMP))

# ---------- report ----------
print(f"lattice constant {LATT} angstrom, hopping {HOP} eV, gap {GAP} eV")
print(f"exchange strength {V_EX} eV; scattering time {TAU*1e15:.0f} fs")
print(f"density {DENSITY_CM2:.1e} cm^-2, temperature {TEMP:.0f} K")
print(f"band-edge mass {mass:.3f} electron masses")
print(f"converged valence band energy {e_ref:.6f} eV per cell")
print("energy error, N=6 (eV per cell): Gamma %.3e half %.3e third %.3e"
      % tuple(err6))
print(f"energy error, N=9 Gamma: {err9:.3e} eV per cell")
print(f"inequivalent points: Gamma 6: {count_g6[0]}, half 6: {count_h6[0]}, "
      f"Gamma 9: {count_g9[0]}")
print(f"symmetry operations kept: Gamma {count_g6[1]}, half {count_h6[1]}")
print(f"N=12 error ratio to Gamma: half {ratio_half:.4f}, third {ratio_third:.4f}")
print(f"converged bond order {p_ref:.6f} per spin")
print("N=4 half-shift bond orders: %.6f %.6f %.6f" % tuple(first4))
print("N=4 Gamma bond orders: %.6f %.6f %.6f" % tuple(bonds(4, GAMMA)))
print(f"N=8 bond splitting: mesh {p8[0]-p8[1]:.4e}, shell {split_predicted:.4e}")
print("N=4 self-consistent hoppings (eV): %.5f %.5f %.5f" % tuple(hops4))
print(f"N=4 hopping splitting (eV): first pass {V_EX*(first4[0]-first4[1]):.5f}, "
      f"final {hops4[0]-hops4[1]:.5f}")
print("N=4 half-shift gaps at three M points (eV): %.4f %.4f %.4f"
      % tuple(m_gaps(hops4)))
print(f"converged M gap {m_gaps(np.full(3, HOP))[0]:.4f} eV")
for n in (4, 6, 8, 12):
    print(f"half shift N={n}: M-gap spread "
          f"{np.ptp(m_gaps(self_consistent(n, HALF))):.3e} eV")
print(f"converged mobility {mob_ref:.2f} cm2/Vs")
print(f"chemical potential minus band edge {mu_ref:.4f} eV; kT {KB*TEMP:.4f} eV")
for n in sizes:
    print(f"N={n} mobility (cm2/Vs): Gamma {mob_g[n][0,0]:.2f}; half xx "
          f"{mob_h[n][0,0]:.2f} yy {mob_h[n][1,1]:.2f} "
          f"mean {np.trace(mob_h[n])/2:.2f}")
print(f"N=18 third-shift mobility {mob_t[0,0]:.2f} cm2/Vs")
print("relative splitting (xx-yy)/mean, half shift:")
for n in sizes:
    print(f"  N={n}, 300 K: {split(mob_h[n]):.5f}")
for n in cold:
    print(f"  N={n}, 77 K: {cold[n]:.5f}")
print(f"  N=24, 300 K, dilute {DILUTE_CM2:.0e} cm^-2: {dilute24:.5f}")
print("neglected effects: N=18 splitting; converged mobility (cm2/Vs)")
for label, options in variants.items():
    s18 = split(transport(18, HALF, **options)[0])
    full = np.trace(transport(120, GAMMA, **options)[0]) / 2
    print(f"  {label}: {s18:.4f}; {full:.2f}")
print(f"collision broadening used {broad:.4f} eV")
print(f"side valleys assumed {SIDE_VALLEY} eV higher: population ratio "
      f"{side_share:.4f}")
print("checks complete")
```

Running it gives:

```
lattice constant 3.2 angstrom, hopping 1.3 eV, gap 1.7 eV
exchange strength 1.0 eV; scattering time 20 fs
density 5.0e+12 cm^-2, temperature 300 K
band-edge mass 0.499 electron masses
converged valence band energy -4.506199 eV per cell
energy error, N=6 (eV per cell): Gamma 6.069e-04 half -2.015e-04 third -2.588e-04
energy error, N=9 Gamma: 1.965e-05 eV per cell
inequivalent points: Gamma 6: 7, half 6: 12, Gamma 9: 12
symmetry operations kept: Gamma 12, half 4
N=12 error ratio to Gamma: half -0.3335, third -0.4896
converged bond order 0.241093 per spin
N=4 half-shift bond orders: 0.235474 0.242833 0.242833
N=4 Gamma bond orders: 0.243136 0.243136 0.243136
N=8 bond splitting: mesh 2.5757e-04, shell 2.5946e-04
N=4 self-consistent hoppings (eV): 1.29313 1.30238 1.30238
N=4 hopping splitting (eV): first pass -0.00736, final -0.00925
N=4 half-shift gaps at three M points (eV): 3.0950 3.0950 3.1259
converged M gap 3.1064 eV
half shift N=4: M-gap spread 3.098e-02 eV
half shift N=6: M-gap spread 3.482e-03 eV
half shift N=8: M-gap spread 1.091e-03 eV
half shift N=12: M-gap spread 3.135e-05 eV
converged mobility 65.37 cm2/Vs
chemical potential minus band edge -0.0150 eV; kT 0.0259 eV
N=12 mobility (cm2/Vs): Gamma 0.37; half xx 283.47 yy 14.21 mean 148.84
N=18 mobility (cm2/Vs): Gamma 25.92; half xx 114.38 yy 46.60 mean 80.49
N=24 mobility (cm2/Vs): Gamma 65.72; half xx 65.65 yy 65.06 mean 65.36
N=30 mobility (cm2/Vs): Gamma 68.40; half xx 62.36 yy 66.41 mean 64.38
N=36 mobility (cm2/Vs): Gamma 65.83; half xx 64.90 yy 65.54 mean 65.22
N=48 mobility (cm2/Vs): Gamma 65.33; half xx 65.41 yy 65.36 mean 65.39
N=18 third-shift mobility 90.78 cm2/Vs
relative splitting (xx-yy)/mean, half shift:
  N=12, 300 K: 1.80907
  N=18, 300 K: 0.84213
  N=24, 300 K: 0.00907
  N=30, 300 K: -0.06296
  N=36, 300 K: -0.00991
  N=48, 300 K: 0.00086
  N=18, 77 K: 1.96490
  N=24, 77 K: 1.81355
  N=48, 77 K: -0.34980
  N=24, 300 K, dilute 1e+10 cm^-2: 0.27080
neglected effects: N=18 splitting; converged mobility (cm2/Vs)
  second-neighbour hopping 0.1 eV: 1.0017; 72.81
  spin splitting 0.003 eV: 0.8415; 65.37
  scattering time ~ energy: -0.0972; 144.18
  collision broadening: 0.7641; 65.23
collision broadening used 0.0165 eV
side valleys assumed 0.15 eV higher: population ratio 0.0091
checks complete
```
